# RPA and self-consistent GW: one functional, two Green functions: a program that tests the result

```python
"""
Result under test: the RPA and self-consistent GW (scGW) total energies are
values of ONE Klein functional at TWO Green functions, and they differ.

Model: symmetric Hubbard dimer, two electrons, zero temperature.
t = hopping, U = on-site repulsion, energies in hartree.
E_K[G] = -2t + U/2 + Phi_c[G] + Tr[ln(Gs^-1 G) - Gs^-1 G + 1]
Phi_c  = (1/2) int dw/(2 pi) tr[ln(1 - U P) + U P],  P = 2 G G (bubble)
Gs = non-interacting Green function, measured from the mid-gap level.
G below is its bonding-orbital element at imaginary frequency i*omega; the
antibonding element follows from particle-hole symmetry.
For tau > 0: s = -2 G_11(tau), d = 2 G_12(tau), with site indices 1 and 2.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def least_squares(matrix, weight):
    """Stable fit of samples by the columns of matrix."""
    left, sing, right = np.linalg.svd(weight[:, None] * matrix,
                                      full_matrices=False)
    keep = sing > 1e-11 * sing[0]
    left, sing, right = left[:, keep], sing[keep], right[keep]
    return lambda f: right.T @ ((left.T @ (weight * f)) / sing)


class Grid:
    """Exponentials exp(-eps*tau) link imaginary time and frequency."""

    def __init__(self, eps_min, eps_max, count):
        eps = np.geomspace(eps_min, eps_max, count)
        step = 0.15
        self.omega = np.exp(np.arange(np.log(1e-10), np.log(2e3), step))
        self.weight = step * self.omega
        self.tau = np.r_[0.0, np.geomspace(1e-4, 40 / eps_min, 240)]
        self.decay = np.exp(-np.outer(self.tau, eps))
        denom = self.omega[:, None]**2 + eps**2
        self.even = eps / denom
        self.odd = self.omega[:, None] / denom
        self.fit_tau = least_squares(self.decay, np.ones(len(self.tau)))
        self.fit_even = least_squares(self.even, self.omega)
        self.fit_odd = least_squares(self.odd, self.omega)

    def integrate(self, values):
        """Integral over omega from zero to infinity."""
        return float(np.sum(self.weight * values))


def free_state(grid, t):
    s = np.exp(-t * grid.tau)
    return s, s.copy(), 1 / (1j * grid.omega + t)


def state_from_green(grid, green):
    s = grid.decay @ grid.fit_odd(-green.imag)
    d = grid.decay @ grid.fit_even(green.real)
    return s, d, green


def mix(first, second, eta):
    return tuple((1 - eta) * a + eta * b for a, b in zip(first, second))


def polarization(grid, state):
    """Even and odd site-density modes of the bubble."""
    s, d, _ = state
    return [2 * grid.even @ grid.fit_tau((-s**2 + sign * d**2) / 2)
            for sign in (1, -1)]


def self_energy(grid, state, U):
    s, d, _ = state
    minus_wc = [grid.decay @ grid.fit_even(-U**2 * p / (1 - U * p) / 2)
                for p in polarization(grid, state)]
    local = s * (minus_wc[0] + minus_wc[1]) / 2
    nonlocal_part = d * (minus_wc[0] - minus_wc[1]) / 2
    return (grid.even @ grid.fit_tau(nonlocal_part)
            - 1j * grid.odd @ grid.fit_tau(local))


def klein_parts(grid, state, t, U):
    phi = sum(grid.integrate(np.log1p(-U * p) + U * p)
              for p in polarization(grid, state)) / (2 * np.pi)
    x = (1j * grid.omega + t) * state[2]
    trace = 4 / np.pi * grid.integrate(np.log(np.abs(x)) - x.real + 1)
    return phi, trace


def klein(grid, state, t, U):
    return -2 * t + U / 2 + sum(klein_parts(grid, state, t, U))


def galitskii_migdal(grid, state, t, U):
    corr = -sum(grid.integrate(U**2 * p**2 / (1 - U * p))
                for p in polarization(grid, state)) / (2 * np.pi)
    return -2 * t * state[1][0] + U / 2 + corr


def solve_scgw(grid, t, U):
    state = free_state(grid, t)
    for _ in range(2500):
        sigma = self_energy(grid, state, U)
        new = 1 / (1j * grid.omega + t - sigma)
        change = np.max(np.abs(grid.omega * (new - state[2])))
        state = state_from_green(grid, 0.5 * state[2] + 0.5 * new)
        if change < 1e-9:
            return state
    raise AssertionError("self-consistency not reached")


def exact_dimer(t, U):
    """Diagonalization; returns energy and antibonding occupation per spin."""
    hop = np.array([[0.0, -t], [-t, 0.0]])
    ham = (np.kron(hop, np.eye(2)) + np.kron(np.eye(2), hop)
           + np.diag([U, 0.0, 0.0, U]))
    energies, vectors = np.linalg.eigh(ham)
    amp = vectors[:, 0].reshape(2, 2)
    anti = np.array([1.0, -1.0]) / np.sqrt(2)
    return energies[0], anti @ amp @ amp.T @ anti


def rpa_formula(t, U):
    return -3 * t + np.sqrt(t * t + t * U)


grid = Grid(1e-3, 40.0, 60)
U = 1.0
hoppings = [0.5, 0.2, 0.1, 0.05, 0.02]
solutions = {}
print(f"On-site repulsion U = {U:.1f} hartree")
print("Energies in hartree:")
print("  t       exact      RPA        scGW       scGW-RPA")
for t in hoppings:
    free = free_state(grid, t)
    full = solve_scgw(grid, t, U)
    solutions[t] = full
    e_exact, _ = exact_dimer(t, U)
    e_rpa = klein(grid, free, t, U)
    e_gw = klein(grid, full, t, U)
    assert abs(e_exact - (U / 2 - np.sqrt(U**2 / 4 + 4 * t**2))) < 1e-12
    assert abs(e_rpa - rpa_formula(t, U)) < 1e-7
    assert abs(e_gw - galitskii_migdal(grid, full, t, U)) < 1e-6
    assert abs(full[0][0] - 1) < 1e-6      # spectral weight is one
    assert e_gw > e_rpa + 1e-4
    if t <= 0.1:
        assert e_exact < e_rpa < e_gw
    print(f"  {t:.2f} {e_exact:10.5f} {e_rpa:10.5f} {e_gw:10.5f}"
          f" {e_gw - e_rpa:10.5f}")

# A different exponential basis must give the same scGW energy.
other = Grid(5e-4, 80.0, 75)
t = 0.02
e_other = klein(other, solve_scgw(other, t, U), t, U)
basis_change = abs(e_other - klein(grid, solutions[t], t, U))
assert basis_change < 1e-6
print(f"Basis-change effect at t = {t:.2f}: {basis_change:.1e} hartree")

# Detailed comparison at one stretched point.
t = 0.1
free, full = free_state(grid, t), solutions[t]
gap, mode = 2 * t, np.sqrt(4 * t * t + 4 * t * U)
sigma_free = self_energy(grid, free, U)
pole_weight = U**2 * gap / (2 * mode)
sigma_formula = pole_weight / (1j * grid.omega - t - mode)
assert np.max(np.abs(sigma_free - sigma_formula)) < 1e-6

gm_free = galitskii_migdal(grid, free, t, U)
gm_formula = -2 * t + U / 2 - U**2 * gap / (mode * (gap + mode))
assert abs(gm_free - gm_formula) < 1e-7
assert abs(gm_free - rpa_formula(t, U)) > 1e-2

h = 1e-3


def path_slope(start, end, eta):
    upper = klein(grid, mix(start, end, eta + h), t, U)
    lower = klein(grid, mix(start, end, eta - h), t, U)
    return (upper - lower) / (2 * h)


slope_free = path_slope(free, full, 0.0)
slope_formula = 4 / np.pi * grid.integrate(
    (sigma_free * (full[2] - free[2])).real)
slope_full = path_slope(free, full, 1.0)
half_u = solve_scgw(grid, t, U / 2)
slope_second = path_slope(half_u, full, 1.0)
assert abs(slope_free - slope_formula) < 2e-5
assert abs(slope_free) > 1e-2
assert abs(slope_full) < 2e-5 and abs(slope_second) < 2e-5

print(f"Detailed point: t = {t:.2f} hartree")
print(f"Bare gap = {gap:.5f}, RPA mode = {mode:.5f} hartree")
for name, energy in (("exact", exact_dimer(t, U)[0]),
                     ("RPA", klein(grid, free, t, U)),
                     ("scGW", klein(grid, full, t, U))):
    print(f"{name} energy = {energy:.5f} hartree"
          f" = {energy * HARTREE_EV:.3f} eV")
print(f"Galitskii-Migdal at Gs = {gm_free:.5f} hartree")
print(f"Galitskii-Migdal at scGW G = "
      f"{galitskii_migdal(grid, full, t, U):.5f} hartree")
print("Klein energy on straight path from Gs (0) to scGW G (1):")
for eta in (0.0, 0.25, 0.5, 0.75, 1.0):
    value = klein(grid, mix(free, full, eta), t, U)
    print(f"  fraction {eta:.2f}: {value:.5f} hartree")
print(f"Path slope at Gs: difference {slope_free:.5f},"
      f" formula {slope_formula:.5f} hartree")
print(f"Path slope at scGW G = {slope_full:.1e} hartree")
print(f"Slope at scGW G, second direction = {slope_second:.1e} hartree")

for name, state in (("Gs", free), ("scGW G", full)):
    phi, trace = klein_parts(grid, state, t, U)
    even, odd = [p[0] for p in polarization(grid, state)]
    print(f"{name}: Phi_c = {phi:.5f}, trace part = {trace:.5f} hartree")
    print(f"{name}: static P even = {even:.4f},"
          f" odd = {odd:.4f} 1/hartree")
    print(f"{name}: antibonding occupation per spin ="
          f" {(state[0][0] - state[1][0]) / 2:.5f}")
print(f"Exact antibonding occupation per spin = {exact_dimer(t, U)[1]:.5f}")

# Weak coupling: the energy difference divided by U^4/(64 t^3) tends to one.
t_weak = 1.0
ratios = []
print(f"Weak coupling, t = {t_weak:.1f} hartree:")
for u_weak in (0.05, 0.1, 0.2):
    full_weak = solve_scgw(grid, t_weak, u_weak)
    free_weak = free_state(grid, t_weak)
    difference = (klein(grid, full_weak, t_weak, u_weak)
                  - klein(grid, free_weak, t_weak, u_weak))
    ratios.append(difference / (u_weak**4 / (64 * t_weak**3)))
    print(f"  U = {u_weak:.2f} hartree: scGW-RPA = {difference:.3e}"
          f" hartree, ratio to law = {ratios[-1]:.4f}")
limit = (8 * ratios[0] - 6 * ratios[1] + ratios[2]) / 3
assert abs(limit - 1) < 0.05
print(f"Ratio extrapolated to U = 0: {limit:.3f} (no unit)")

# Stretching limit of RPA: correct zero, approached from above.
assert 0 < rpa_formula(1e-8, U) < 2e-4
print("finished without a failed check")
```

It prints:

```
On-site repulsion U = 1.0 hartree
Energies in hartree:
  t       exact      RPA        scGW       scGW-RPA
  0.50   -0.61803   -0.63397   -0.62119    0.01278
  0.20   -0.14031   -0.11010   -0.07186    0.03824
  0.10   -0.03852    0.03166    0.09824    0.06657
  0.05   -0.00990    0.07913    0.17719    0.09806
  0.02   -0.00160    0.08283    0.22041    0.13759
Basis-change effect at t = 0.02: 7.8e-14 hartree
Detailed point: t = 0.10 hartree
Bare gap = 0.20000, RPA mode = 0.66332 hartree
exact energy = -0.03852 hartree = -1.048 eV
RPA energy = 0.03166 hartree = 0.862 eV
scGW energy = 0.09824 hartree = 2.673 eV
Galitskii-Migdal at Gs = -0.04924 hartree
Galitskii-Migdal at scGW G = 0.09824 hartree
Klein energy on straight path from Gs (0) to scGW G (1):
  fraction 0.00: 0.03166 hartree
  fraction 0.25: 0.06009 hartree
  fraction 0.50: 0.08091 hartree
  fraction 0.75: 0.09380 hartree
  fraction 1.00: 0.09824 hartree
Path slope at Gs: difference 0.12863, formula 0.12863 hartree
Path slope at scGW G = -8.8e-09 hartree
Slope at scGW G, second direction = -3.6e-10 hartree
Gs: Phi_c = -0.26834, trace part = 0.00000 hartree
Gs: static P even = 0.0000, odd = -10.0000 1/hartree
Gs: antibonding occupation per spin = 0.00000
scGW G: Phi_c = -0.16467, trace part = -0.03710 hartree
scGW G: static P even = -0.2466, odd = -4.3975 1/hartree
scGW G: antibonding occupation per spin = 0.09153
Exact antibonding occupation per spin = 0.31430
Weak coupling, t = 1.0 hartree:
  U = 0.05 hartree: scGW-RPA = 8.958e-08 hartree, ratio to law = 0.9173
  U = 0.10 hartree: scGW-RPA = 1.318e-06 hartree, ratio to law = 0.8433
  U = 0.20 hartree: scGW-RPA = 1.793e-05 hartree, ratio to law = 0.7174
Ratio extrapolated to U = 0: 0.999 (no unit)
finished without a failed check
```
